# Why antimony segregation in silicon epitaxy peaks at intermediate temperature: a numerical check

```python
"""Surface segregation of a dilute dopant in the two-state exchange model.

Result under test: the segregation length has one maximum against temperature,
where (exp(u)-1)/u = 1 + (E_A/E_s)*(1+K).
  E_A  barrier for subsurface -> surface exchange (eV)
  E_s  energy gained by the dopant at the surface (eV)
  K    exp(E_s/kT), equilibrium surface/subsurface ratio
  u    (upward rate + downward rate) * time per monolayer
  p    fraction of dopant carried into the new surface layer
  q    1 - p, fraction buried per monolayer
  segregation length = -spacing/ln(p)
Parameters are rough, round values in the regime of Sb on Si(001).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import gamma

KB = constants.k / constants.e          # eV/K
ZERO_C = constants.zero_Celsius         # K
LATTICE = 0.543                         # nm
SPACING = LATTICE / 4                   # nm, Si(001) monolayer
ATTEMPT = 1e13                          # 1/s
E_A, E_S = 1.9, 0.6                     # eV
GROWTH = 0.1                            # nm/s
E_DES = 3.0                             # eV, rough desorption energy
D0_BULK, E_BULK = 0.2, 3.7              # cm2/s and eV, rough bulk diffusion
COVERAGE = 0.01                         # monolayer
CAP = 100.0                             # nm


# ---------- derived formulas ----------
def exchange_number(T, barrier=E_A, growth=GROWTH):
    x = 1 / (KB * T)
    return ATTEMPT * SPACING / growth * np.exp(-barrier * x) * (1 + np.exp(-E_S * x))


def buried_formula(T, growth=GROWTH):
    K = np.exp(E_S / (KB * T))
    return (1 + K * np.exp(-exchange_number(T, growth=growth))) / (1 + K)


def length_formula(T, growth=GROWTH):
    return -SPACING / np.log1p(-buried_formula(T, growth))


def peak_formula(barrier=E_A, growth=GROWTH):
    def mismatch(T):
        u = exchange_number(T, barrier, growth)
        log_left = u + np.log(-np.expm1(-u) / u)
        return log_left - np.log(1 + barrier / E_S * (1 + np.exp(E_S / (KB * T))))
    return brentq(mismatch, 500, 1500, xtol=1e-9)


# ---------- direct numerical model: surface, subsurface, vapour ----------
def rate_matrix(T, desorb=False, barrier=E_A):
    up = ATTEMPT * np.exp(-barrier / (KB * T))
    down = ATTEMPT * np.exp(-(barrier + E_S) / (KB * T))
    loss = ATTEMPT * np.exp(-E_DES / (KB * T)) if desorb else 0.0
    return np.array([[-down - loss, up, 0.0],
                     [down, -up, 0.0],
                     [loss, 0.0, 0.0]])


def one_layer(T, desorb=False, growth=GROWTH, time=None, barrier=E_A):
    t = SPACING / growth if time is None else time
    return expm(rate_matrix(T, desorb, barrier) * t)[:, 1]


def one_random_layer(T, desorb=False):
    # average of the propagator over exponentially distributed burial times
    M = rate_matrix(T, desorb) * SPACING / GROWTH
    return np.linalg.solve(np.eye(3) - M, np.array([0.0, 1.0, 0.0]))


def numerical_peak(layer, low=650, high=1000):
    def log_loss(T):
        state = layer(T)
        return np.log(state[1] + state[2])
    found = minimize_scalar(log_loss, bounds=(low, high), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, -SPACING / np.log1p(-np.exp(found.fun))


# Growth of a real stack of layers: decay length from the buried profile
for celsius in (470, 500, 522, 600, 700):
    T = celsius + ZERO_C
    step = one_layer(T)
    surface, profile = 1.0, []
    for _ in range(60):
        profile.append(surface * step[1])
        surface = surface * step[0]
    assert abs(sum(profile) + surface - 1) < 1e-9
    slope = np.polyfit(np.arange(60) * SPACING, np.log(profile), 1)[0]
    assert abs(-1 / slope / length_formula(T) - 1) < 1e-5

# Peak position: condition against brute-force search, three growth rates
peaks = {}
for growth in (0.01, 0.1, 1.0):
    T_cond = peak_formula(growth=growth)
    T_num, L_num = numerical_peak(lambda T: one_layer(T, growth=growth))
    assert abs(T_cond - T_num) < 0.02
    assert abs(L_num / length_formula(T_cond, growth) - 1) < 1e-6
    peaks[growth] = (T_num, L_num)
assert peaks[0.01][0] < peaks[0.1][0] < peaks[1.0][0]
assert peaks[0.01][1] > peaks[0.1][1] > peaks[1.0][1]
T_peak, L_peak = peaks[GROWTH]
u_peak = exchange_number(T_peak)
K_peak = np.exp(E_S / (KB * T_peak))
residue_ratio = K_peak * np.exp(-u_peak)
residue_estimate = E_S / (E_A * u_peak)
assert abs(residue_ratio / residue_estimate - 1) < 0.01
assert abs(SPACING / buried_formula(T_peak) / L_peak - 1) < 1e-3


# Number of maxima of p when temperature rises, for any energies
def count_maxima(barrier, gain, attempts, kinetics=True):
    x = np.geomspace(40, 1e-4, 6000)     # 1/kT in 1/eV, cold to hot
    K = np.exp(gain * x)
    u = attempts * np.exp(-barrier * x) * (1 + 1 / K)
    p = K / (1 + K) * (-np.expm1(-u) if kinetics else 1.0)
    sign = np.sign(np.diff(p))
    sign = sign[sign != 0]
    return int(np.sum((sign[:-1] > 0) & (sign[1:] < 0)))


attempts_layer = ATTEMPT * SPACING / GROWTH
for barrier in (1.2, 1.9, 2.6):
    for gain in (0.2, 0.6, 1.0):
        assert count_maxima(barrier, gain, attempts_layer) == 1
n_full = count_maxima(E_A, E_S, attempts_layer)
n_no_gain = count_maxima(E_A, 0.0, attempts_layer)
n_negative = count_maxima(E_A, -0.2, attempts_layer)
n_no_kinetics = count_maxima(E_A, E_S, attempts_layer, kinetics=False)
assert (n_full, n_no_gain, n_negative, n_no_kinetics) == (1, 0, 0, 0)
critical = brentq(lambda g: np.expm1(2 * g) / (2 * g) - 1 - 2 * E_A / E_S, 0.1, 10)
assert count_maxima(E_A, E_S, 0.95 * critical) == 0
assert count_maxima(E_A, E_S, 1.05 * critical) == 1


# Arrhenius energies of the two limits, from the direct model
def arrhenius(quantity, T):
    T1, T2 = T - 1, T + 1
    return ((np.log(quantity(T2)) - np.log(quantity(T1)))
            / (1 / (KB * T2) - 1 / (KB * T1)))


slope_cold = arrhenius(lambda T: one_layer(T)[0], 300 + ZERO_C)
slope_hot = arrhenius(lambda T: -SPACING / np.log1p(-one_layer(T)[1]), 700 + ZERO_C)
assert abs(slope_cold + E_A) < 0.005
assert abs(slope_hot - E_S) < 0.005

# Crossover and width
T_cross = brentq(lambda T: exchange_number(T) - E_S / (KB * T), 600, 900)
T_left = brentq(lambda T: length_formula(T) - L_peak / 10, 600, T_peak)
T_right = brentq(lambda T: length_formula(T) - L_peak / 10, T_peak, 1500)
assert T_cross < T_peak and T_peak - T_left < T_right - T_peak

# Desorption
T_des, L_des = numerical_peak(lambda T: one_layer(T, desorb=True))
assert abs(T_des - T_peak) < 5
T_equal = brentq(lambda T: one_layer(T, True)[2] - one_layer(T, True)[1], 700, 1100)
hot = 700 + ZERO_C
hot_state = one_layer(hot, desorb=True)
L_hot_des = -SPACING / np.log1p(-(hot_state[1] + hot_state[2]))
ratio_plain = one_layer(hot)[0] / one_layer(hot)[1]
ratio_des = hot_state[0] / hot_state[1]
assert abs(ratio_des / ratio_plain - 1) < 1e-3
assert L_hot_des < length_formula(hot)

# Irregular burial times: gamma distribution with a given relative spread
SPREAD = 0.3


def buried_irregular(T, spread):
    shape = 1 / spread**2
    b = 1 / (1 + np.exp(E_S / (KB * T)))
    return b + (1 - b) * (1 + exchange_number(T) / shape) ** (-shape)


tau = SPACING / GROWTH
shape = 1 / SPREAD**2
average = quad(lambda s: gamma.pdf(s, shape, scale=1 / shape)
               * one_layer(T_peak, time=s * tau)[1], 0, 6,
               points=[0.3, 1.0, 2.0], epsabs=1e-12, epsrel=1e-8, limit=200)[0]
assert abs(average / buried_irregular(T_peak, SPREAD) - 1) < 1e-5
assert abs(one_random_layer(T_peak)[1] / buried_irregular(T_peak, 1.0) - 1) < 1e-8
T_spread, L_spread = numerical_peak(
    lambda T: np.array([0.0, buried_irregular(T, SPREAD), 0.0]), 650, 1400)
T_random, L_random = numerical_peak(one_random_layer, 650, 1400)
T_rand_des, L_rand_des = numerical_peak(lambda T: one_random_layer(T, True), 650, 1400)
assert T_peak < T_spread < T_random and L_random < L_spread < L_peak

# Site blocking at finite coverage
up = ATTEMPT * np.exp(-E_A / (KB * T_peak))
down = up / K_peak


def blocked(t, y):
    sub = y[0]
    top = COVERAGE - sub
    return [-up * sub * (1 - top) + down * top * (1 - sub)]


run = solve_ivp(blocked, (0, tau), [COVERAGE], method="LSODA", rtol=1e-10, atol=1e-15)
blocking = run.y[0, -1] / COVERAGE / buried_formula(T_peak) - 1
assert abs(blocking) < 0.05

# Bulk diffusion while the cap grows, hottest case
D_hot = D0_BULK * np.exp(-E_BULK / (KB * hot))
smear = np.sqrt(2 * D_hot * CAP / GROWTH) * 1e7
assert smear < 1.0
T_barrier = peak_formula(barrier=E_A + 0.1)
T_barrier_num = numerical_peak(lambda T: one_layer(T, barrier=E_A + 0.1))[0]
assert abs(T_barrier - T_barrier_num) < 0.02

# ---------- printed numbers ----------
print(f"lattice parameter {LATTICE} nm, layer spacing {SPACING:.4f} nm")
print(f"growth rate {GROWTH} nm/s, time per layer {tau:.3f} s")
print(f"attempt frequency {ATTEMPT:.0e} 1/s, E_A {E_A} eV, E_s {E_S} eV")
print(f"attempts per layer {attempts_layer:.3e}")
print(f"critical attempts per layer for a peak {critical:.2f}")
print("T(C)  u          K          q          length(nm)")
for celsius in (400, 450, 480, 500, 520, 550, 600, 700):
    T = celsius + ZERO_C
    print(f"{celsius}  {exchange_number(T):.3e}  {np.exp(E_S/(KB*T)):.3e}  "
          f"{buried_formula(T):.3e}  {length_formula(T):.4g}")
print(f"peak temperature {T_peak:.1f} K = {T_peak-ZERO_C:.1f} C")
print(f"kT at peak {KB*T_peak:.5f} eV")
print(f"peak segregation length {L_peak:.1f} nm")
print(f"at peak: u {u_peak:.3f}, K {K_peak:.1f}, q {buried_formula(T_peak):.3e}")
print(f"K exp(-u) at peak {residue_ratio:.4f}, estimate {residue_estimate:.4f}")
print(f"crossover u = E_s/kT at {T_cross-ZERO_C:.1f} C")
print(f"length at crossover {length_formula(T_cross):.1f} nm")
print(f"tenth of peak, cold side {T_left-ZERO_C:.1f} C")
print(f"tenth of peak, hot side {T_right-ZERO_C:.1f} C")
print(f"slope of ln p at 300 C {slope_cold:.4f} eV")
print(f"slope of ln length at 700 C {slope_hot:.4f} eV")
for growth, (T, L) in peaks.items():
    print(f"growth {growth} nm/s: peak {T-ZERO_C:.1f} C, length {L:.1f} nm")
print(f"maxima: full model {n_full}, E_s=0 {n_no_gain}, "
      f"E_s=-0.2 eV {n_negative}, instant exchange {n_no_kinetics}")
site_density = 2 / (LATTICE * 1e-7) ** 2
volume_density = 8 / (LATTICE * 1e-7) ** 3
print(f"Sb coverage {COVERAGE} ML = {COVERAGE*site_density:.3e} 1/cm2")
print(f"cap {CAP:.0f} nm; no desorption in the next three lines")
for T in (400 + ZERO_C, T_peak, hot):
    first = buried_formula(T) * COVERAGE * volume_density
    left = np.exp(-CAP / length_formula(T))
    print(f"{T-ZERO_C:.0f} C: first layer {first:.2e} 1/cm3, on surface {left:.3g}")
print(f"rough desorption energy {E_DES} eV")
print(f"desorption moves peak by {T_des-T_peak:.2f} K, length {L_des:.1f} nm")
print(f"desorbed = buried per layer at {T_equal-ZERO_C:.0f} C")
print(f"length at 700 C with desorption {L_hot_des:.1f} nm")
print(f"surface/subsurface at 700 C: {ratio_plain:.1f}, "
      f"with desorption {ratio_des:.1f}")
print(f"burial spread {SPREAD}: peak {T_spread-ZERO_C:.0f} C, {L_spread:.0f} nm")
print(f"random burial: peak {T_random-ZERO_C:.0f} C, {L_random:.0f} nm")
print(f"random + desorption: {T_rand_des-ZERO_C:.0f} C, {L_rand_des:.0f} nm")
print(f"site blocking changes q at peak by {100*blocking:.2f} %")
print(f"rough bulk diffusion: D0 {D0_BULK} cm2/s, energy {E_BULK} eV")
print(f"bulk diffusion length at 700 C during cap {smear:.3f} nm")
print(f"E_A higher by 0.1 eV moves peak by {T_barrier-T_peak:.1f} K")
print("finished without a failed check")
```

Running it gives:

```
lattice parameter 0.543 nm, layer spacing 0.1358 nm
growth rate 0.1 nm/s, time per layer 1.357 s
attempt frequency 1e+13 1/s, E_A 1.9 eV, E_s 0.6 eV
attempts per layer 1.358e+13
critical attempts per layer for a peak 1.60
T(C)  u          K          q          length(nm)
400  8.086e-02  3.105e+04  9.223e-01  0.05313
450  7.785e-01  1.519e+04  4.591e-01  0.2209
480  2.623e+00  1.035e+04  7.270e-02  1.799
500  5.593e+00  8.149e+03  3.846e-03  35.23
520  1.148e+01  6.493e+03  1.643e-04  826.1
550  3.162e+01  4.716e+03  2.120e-04  640.2
600  1.466e+02  2.905e+03  3.441e-04  394.4
700  1.965e+03  1.280e+03  7.805e-04  173.9
peak temperature 795.4 K = 522.3 C
kT at peak 0.06854 eV
peak segregation length 838.5 nm
at peak: u 12.426, K 6333.2, q 1.619e-04
K exp(-u) at peak 0.0254, estimate 0.0254
crossover u = E_s/kT at 512.7 C
length at crossover 478.3 nm
tenth of peak, cold side 504.1 C
tenth of peak, hot side 810.5 C
slope of ln p at 300 C -1.8997 eV
slope of ln length at 700 C 0.5998 eV
growth 0.01 nm/s: peak 462.7 C, length 1704.7 nm
growth 0.1 nm/s: peak 522.3 C, length 838.5 nm
growth 1.0 nm/s: peak 592.1 C, length 412.9 nm
maxima: full model 1, E_s=0 0, E_s=-0.2 eV 0, instant exchange 0
Sb coverage 0.01 ML = 6.783e+12 1/cm2
cap 100 nm; no desorption in the next three lines
400 C: first layer 4.61e+20 1/cm3, on surface 0
522 C: first layer 8.09e+16 1/cm3, on surface 0.888
700 C: first layer 3.90e+17 1/cm3, on surface 0.563
rough desorption energy 3.0 eV
desorption moves peak by -0.10 K, length 832.2 nm
desorbed = buried per layer at 648 C
length at 700 C with desorption 28.7 nm
surface/subsurface at 700 C: 1280.3, with desorption 1280.3
burial spread 0.3: peak 537 C, 700 nm
random burial: peak 724 C, 111 nm
random + desorption: 658 C, 49 nm
site blocking changes q at peak by 1.28 %
rough bulk diffusion: D0 0.2 cm2/s, energy 3.7 eV
bulk diffusion length at 700 C during cap 0.053 nm
E_A higher by 0.1 eV moves peak by 40.8 K
finished without a failed check
```
